# Second-order wall loss from recombination of mobile adsorbed atoms: a program that tests the result

```python
"""Langmuir-Hinshelwood recombination of mobile adsorbed atoms.

Result under test: gamma/s0 = (S-1)/(S+1), S = sqrt(1 + 4 b x/(1+x)^2),
with local order in flux p = 1 + (1-x)/sqrt((1+x)^2 + 4 b x).
x      = sticking flux per site / desorption rate (s0 Gamma/(k_d N_s))
eps    = desorption rate / total hop rate of one adatom
c      = pair-depletion factor of the square lattice
b      = 2 c/eps, recombination strength; theta = coverage
phi    = fraction of strongly binding sites; tau = phi c/eps
gamma  = fraction of impinging atoms that leave as molecules
"""
import random
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import lil_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import ellipkm1


def depletion_factor(eps):
    complementary = eps * (2 + eps) / (1 + eps) ** 2
    return np.pi * (1 + eps) / (2 * ellipkm1(complementary)) - eps


def coverage(x, b, tau=0.0):
    linear = 1 + tau + x
    return 2 * x / (linear + np.sqrt(linear ** 2 + 4 * b * x))


def loss_fraction(x, b, tau=0.0):
    """Total gamma/s0, including strong sites when tau > 0."""
    theta = coverage(x, b, tau)
    return (tau * theta + b * theta ** 2) / x


def closed_fraction(x, b):
    root = np.sqrt(1 + 4 * b * x / (1 + x) ** 2)
    return (root - 1) / (root + 1)


def closed_order(x, b):
    return 1 + (1 - x) / np.sqrt((1 + x) ** 2 + 4 * b * x)


def total_order(x, b, tau):
    theta = coverage(x, b, tau)
    slope = (1 - theta) / (1 + tau + 2 * b * theta + x)
    return x * (tau + 2 * b * theta) * slope / (tau * theta + b * theta ** 2)


def order_three_halves(b):
    a = 5 + 2 * b
    return 3 / (a + np.sqrt(a * a - 9))


def root_loss(x, b, tau=0.0):
    """Loss / desorption scale from a numerical root of the rate balance."""
    theta = brentq(lambda t: x * (1 - t) - (1 + tau) * t - b * t * t,
                   0, 1, xtol=1e-15, rtol=1e-13)
    return tau * theta + b * theta ** 2


def numerical_order(x, b, tau=0.0):
    h = 1e-3
    return np.log(root_loss(x * np.exp(h), b, tau)
                  / root_loss(x * np.exp(-h), b, tau)) / (2 * h)


# Closed forms against numerical roots, derivatives and maximization
for b in (0.3, 20.0, 600.0):
    for x in (1e-3, 0.05, 1.0, 7.0):
        assert abs(closed_fraction(x, b) * x / root_loss(x, b) - 1) < 1e-8
        assert abs(closed_order(x, b) - numerical_order(x, b)) < 1e-5
        assert abs(total_order(x, b, 0.2) - numerical_order(x, b, 0.2)) < 1e-5
    peak = minimize_scalar(lambda y: -root_loss(np.exp(y), b) / np.exp(y),
                           bounds=(-3, 3), method="bounded")
    s_peak = np.sqrt(1 + b)
    assert abs(peak.x) < 1e-3
    assert abs(-peak.fun - (s_peak - 1) / (s_peak + 1)) < 1e-6
    assert abs(numerical_order(order_three_halves(b), b) - 1.5) < 1e-5
    small = 1e-5 / (1 + b)
    deviation = 1 - root_loss(small, b) / (b * small ** 2)
    assert abs(deviation / (2 * (1 + b) * small) - 1) < 1e-3
assert abs(numerical_order(1.0, 1e6) - 1) < 1e-3    # first-order plateau
assert numerical_order(1e5, 20.0) < 0.01            # saturated layer


def stationary(rates):
    """rates[j, i] is the transition rate from state i to state j."""
    generator = rates - np.diag(rates.sum(axis=0))
    generator[0, :] = 1.0
    right = np.zeros(len(rates))
    right[0] = 1.0
    return np.linalg.solve(generator, right)


def mixed_fraction(x, strength, sites=1500):
    """Well-mixed adatoms: master equation for their number."""
    rates = np.zeros((sites + 1, sites + 1))
    number = np.arange(sites + 1)
    hop = strength / 2
    events = hop * number * (number - 1) / (sites - 1)
    rates[number[1:], number[:-1]] = x * (sites - number[:-1])
    rates[number[:-1], number[1:]] = number[1:]
    rates[number[:-2], number[2:]] = events[2:]
    return 2 * (stationary(rates) @ events) / (x * sites)


mixed = {x: mixed_fraction(x, 20.0) for x in (0.05, 1.0, 20.0)}
for x, value in mixed.items():
    assert abs(value / closed_fraction(x, 20.0) - 1) < 0.01
assert abs(mixed[0.05] / mixed[20.0] - 1) < 0.01


def neighbour_table(side):
    return [(r * side + (c + 1) % side, r * side + (c - 1) % side,
             ((r + 1) % side) * side + c, ((r - 1) % side) * side + c)
            for r in range(side) for c in range(side)]


# All occupation states of a 3 x 3 periodic lattice at very low flux
eps_small, x_small, side = 0.2, 1e-5, 3
near = neighbour_table(side)
rates = np.zeros((512, 512))
reaction = np.zeros(512)
for state in range(512):
    for site in range(9):
        if not state >> site & 1:
            rates[state | 1 << site, state] += x_small
            continue
        removed = state ^ (1 << site)
        rates[removed, state] += 1.0
        for target in near[site]:
            rates[removed ^ (1 << target), state] += 0.25 / eps_small
            if state >> target & 1:
                reaction[state] += 0.25 / eps_small
exact_coefficient = 2 * (stationary(rates) @ reaction) / 9 / x_small ** 2
wave = np.cos(2 * np.pi * np.arange(side) / side)
green = np.mean(1 / (1 + eps_small - (wave[:, None] + wave[None, :]) / 2))
pair_coefficient = 2 * (1 / green - eps_small) / eps_small
assert abs(exact_coefficient / pair_coefficient - 1) < 1e-3

# Discrete diffusion to one absorbing site tests the elliptic formula
eps_test, side = 0.05, 41
near = neighbour_table(side)
matrix = lil_matrix((side * side, side * side))
source = np.ones(side * side)
matrix[0, 0], source[0] = 1.0, 0.0
for site in range(1, side * side):
    matrix[site, site] = 1 + 1 / eps_test
    for target in near[site]:
        matrix[site, target] = -0.25 / eps_test
density = spsolve(matrix.tocsr(), source)
c_diffusion = np.mean([density[j] for j in near[0]])
c_test = depletion_factor(eps_test)
assert abs(c_diffusion / c_test - 1) < 1e-5
assert abs(depletion_factor(1e-8) * np.log(8e8) / np.pi - 1) < 1e-5


def simulate(x, eps, strong_sites, events, seed, side=64):
    """Event-by-event lattice process; returns 2 molecules / attempts."""
    rng = random.Random(seed)
    draw = rng.random
    sites = side * side
    near = neighbour_table(side)
    strong = [0] * sites                 # 0 ordinary, 1 empty, 2 filled
    for site in rng.sample(range(sites), strong_sites):
        strong[site] = 1
    place = [-1] * sites
    atoms = []
    hop = 1 / eps
    each, arrival = 1 + hop, x * sites
    attempts = molecules = 0

    def remove(site):
        i = place[site]
        last = atoms.pop()
        if last != site:
            atoms[i] = last
            place[last] = i
        place[site] = -1

    for step in range(events):
        if step == events // 10:
            attempts = molecules = 0
        r = draw() * (arrival + each * len(atoms))
        if r < arrival:
            attempts += 1
            site = min(int(r / x), sites - 1)
            if place[site] < 0 and not strong[site]:
                place[site] = len(atoms)
                atoms.append(site)
            continue
        r -= arrival
        i = min(int(r / each), len(atoms) - 1)
        site = atoms[i]
        part = r - i * each
        if part < 1:
            remove(site)
            continue
        target = near[site][min(int(4 * (part - 1) / hop), 3)]
        if strong[target]:
            remove(site)
            if strong[target] == 2:
                molecules += 1
            strong[target] = 3 - strong[target]
        elif place[target] >= 0:
            remove(site)
            remove(target)
            molecules += 1
        else:
            atoms[i] = target
            place[target] = i
            place[site] = -1
    return 2 * molecules / attempts


b_test = 2 * c_test / eps_test
simulations = []
for x, strong_count, events, seed in ((0.02, 0, 1500000, 11),
                                      (0.2, 0, 700000, 12),
                                      (0.02, 64, 1500000, 13)):
    phi = strong_count / 4096
    found = simulate(x, eps_test, strong_count, events, seed)
    formula = loss_fraction(x, b_test, phi * c_test / eps_test)
    # constant c and isolated strong sites are approximations here
    assert abs(found / formula - 1) < 0.10
    simulations.append((x, phi, found, formula))

# Worked example: O atoms on a silica-like wall, round model parameters
boltzmann_ev = const.k / const.e
gas_temperature, wall_temperature = 300.0, 300.0
gas_density, site_density, sticking = 1e14, 1e15, 0.5
desorption_ev, hop_ev, attempt_rate = 0.35, 0.175, 1e13
oxygen_mass = 15.999 * const.atomic_mass
mean_speed = 100 * np.sqrt(8 * const.k * gas_temperature
                           / (np.pi * oxygen_mass))
flux = gas_density * mean_speed / 4


def wall(temperature, energy=desorption_ev):
    thermal = boltzmann_ev * temperature
    k_d = attempt_rate * np.exp(-energy / thermal)
    hop = attempt_rate * np.exp(-hop_ev / thermal)
    c = depletion_factor(k_d / hop)
    x = sticking * flux / (k_d * site_density)
    return k_d, hop, c, 2 * c * hop / k_d, x


def second_order_coefficient(temperature):
    k_d, hop, c, _, _ = wall(temperature)
    return 2 * c * hop * sticking ** 2 / (k_d ** 2 * site_density)


k_d, hop, c, b, x = wall(wall_temperature)
eps = k_d / hop
theta = coverage(x, b)
gamma = sticking * closed_fraction(x, b)
k2 = second_order_coefficient(wall_temperature)
density_per_x = gas_density / x
dt = 0.5
beta_step = (1 / (wall_temperature - dt)
             - 1 / (wall_temperature + dt)) / boltzmann_ev
apparent = np.log(second_order_coefficient(wall_temperature - dt)
                  / second_order_coefficient(wall_temperature + dt)) / beta_step
pressure = gas_density * 1e6 * const.k * gas_temperature / const.torr * 1e3

print(f"3x3 lattice, loss/x^2: exact {exact_coefficient:.4f}, "
      f"pair formula {pair_coefficient:.4f}")
print(f"eps=0.05: c from diffusion {c_diffusion:.5f}, formula {c_test:.5f}")
for xs, phi, found, formula in simulations:
    print(f"simulation x={xs:.2f} phi={phi:.4f}: gamma/s0 {found:.4f}, "
          f"formula {formula:.4f}")
print(f"well-mixed formula at x=0.02, eps=0.05 (c=1): gamma/s0 "
      f"{closed_fraction(0.02, 2 / eps_test):.4f}")
print(f"O density {gas_density:.1e} cm^-3, partial pressure {pressure:.2f} mTorr")
print(f"gas and wall temperature {gas_temperature:.0f}, {wall_temperature:.0f} K")
print(f"desorption energy {desorption_ev:.3f} eV, hop barrier {hop_ev:.3f} eV")
print(f"attempt rate {attempt_rate:.1e} s^-1, sites {site_density:.1e} cm^-2, "
      f"s0 {sticking:.2f}")
print(f"mean speed {mean_speed:.3e} cm/s, flux {flux:.3e} cm^-2 s^-1")
print(f"desorption rate {k_d:.3e} s^-1, hop rate {hop:.3e} s^-1")
print(f"eps {eps:.3e}, c {c:.4f}, b {b:.1f}, x {x:.3e}")
print(f"coverage {theta:.3e}, gamma {gamma:.4f}, order {closed_order(x, b):.3f}")
print(f"2(1+b)x {2 * (1 + b) * x:.4f}; low-flux gamma {sticking * b * x:.4f}")
print(f"loss {gamma * flux:.3e} cm^-2 s^-1; K2 {k2:.3e} cm^2 s")
print(f"apparent energy of K2 {apparent:.3f} eV; "
      f"2E_des-E_hop {2 * desorption_ev - hop_ev:.3f} eV")
print(f"density at order 3/2: {order_three_halves(b) * density_per_x:.3e} cm^-3")
print(f"density at peak gamma (x=1): {density_per_x:.3e} cm^-3")
print(f"peak gamma {sticking * closed_fraction(1.0, b):.4f}")
for density in (1e12, 1e13, 1e14, 1e15, 1e16):
    xn = density / density_per_x
    print(f"n={density:.0e} cm^-3: theta {coverage(xn, b):.2e}, gamma "
          f"{sticking * closed_fraction(xn, b):.3e}, order {closed_order(xn, b):.3f}")
for temperature in (200.0, 250.0, 300.0, 400.0):
    _, _, _, bt, xt = wall(temperature)
    print(f"wall {temperature:.0f} K, n=1e14: gamma "
          f"{sticking * closed_fraction(xt, bt):.3e}, order {closed_order(xt, bt):.3f}")
print(f"strong-site fraction giving tau=1: {eps / c:.3e}")
scan = np.logspace(-10, 2, 6001)
for phi in (1e-5, 1e-4, 1e-3):
    tau = phi * c / eps
    orders = total_order(scan, b, tau)
    best = np.argmax(orders)
    print(f"phi={phi:.0e}: tau {tau:.4f}, gamma "
          f"{sticking * loss_fraction(x, b, tau):.4f}, order "
          f"{total_order(x, b, tau):.3f}")
    print(f"  highest order {orders[best]:.3f} at n="
          f"{scan[best] * density_per_x:.2e} cm^-3")
for shift in (-0.05, 0.05):
    _, _, _, bs, xs = wall(wall_temperature, desorption_ev + shift)
    print(f"E_des shifted {shift:+.2f} eV: gamma "
          f"{sticking * closed_fraction(xs, bs):.3e}, order {closed_order(xs, bs):.3f}")
c_lifetime = depletion_factor(eps * x * (1 - theta) / theta)
print(f"c with lifetime set by all losses {c_lifetime:.4f}, "
      f"change {100 * (c_lifetime / c - 1):.2f} %")
print(f"direct impact reaction, upper bound 2 theta/gamma: "
      f"{100 * 2 * theta / gamma:.2f} %")
quantum = const.h * attempt_rate / (const.k * wall_temperature)
print(f"tunnelling, leading correction to hop rate: {100 * quantum ** 2 / 24:.1f} %")
ion_flux, cleared_area = 1e16, 1e-14
print(f"ion flux {ion_flux:.0e} cm^-2 s^-1, cleared area {cleared_area:.0e} cm^2 "
      f"(rough)")
print(f"ion removal / thermal desorption: {ion_flux * cleared_area / k_d:.2e}")
print(f"flux correction for gas depletion at wall: "
      f"{100 * (1 / (1 - gamma / 2) - 1):.2f} %")
print("every check passed")
```

Output:

```
3x3 lattice, loss/x^2: exact 5.7826, pair formula 5.7831
eps=0.05: c from diffusion 0.58134, formula 0.58134
simulation x=0.02 phi=0.0000: gamma/s0 0.2634, formula 0.2509
simulation x=0.20 phi=0.0000: gamma/s0 0.6099, formula 0.5772
simulation x=0.02 phi=0.0156: gamma/s0 0.3348, formula 0.3244
well-mixed formula at x=0.02, eps=0.05 (c=1): gamma/s0 0.3375
O density 1.0e+14 cm^-3, partial pressure 3.11 mTorr
gas and wall temperature 300, 300 K
desorption energy 0.350 eV, hop barrier 0.175 eV
attempt rate 1.0e+13 s^-1, sites 1.0e+15 cm^-2, s0 0.50
mean speed 6.301e+04 cm/s, flux 1.575e+18 cm^-2 s^-1
desorption rate 1.319e+07 s^-1, hop rate 1.148e+10 s^-1
eps 1.148e-03, c 0.3541, b 616.6, x 5.971e-05
coverage 5.766e-05, gamma 0.0172, order 1.934
2(1+b)x 0.0738; low-flux gamma 0.0184
loss 2.704e+16 cm^-2 s^-1; K2 1.169e-20 cm^2 s
apparent energy of K2 0.506 eV; 2E_des-E_hop 0.525 eV
density at order 3/2: 2.029e+15 cm^-3
density at peak gamma (x=1): 1.675e+18 cm^-3
peak gamma 0.4613
n=1e+12 cm^-3: theta 5.97e-07, gamma 1.839e-04, order 1.999
n=1e+13 cm^-3: theta 5.95e-06, gamma 1.827e-03, order 1.993
n=1e+14 cm^-3: theta 5.77e-05, gamma 1.716e-02, order 1.934
n=1e+15 cm^-3: theta 4.64e-04, gamma 1.112e-01, order 1.635
n=1e+16 cm^-3: theta 2.40e-03, gamma 2.977e-01, order 1.251
wall 200 K, n=1e14: gamma 4.803e-01, order 1.018
wall 250 K, n=1e14: gamma 2.437e-01, order 1.344
wall 300 K, n=1e14: gamma 1.716e-02, order 1.934
wall 400 K, n=1e14: gamma 1.407e-04, order 1.999
strong-site fraction giving tau=1: 3.244e-03
phi=1e-05: tau 0.0031, gamma 0.0185, order 1.857
  highest order 1.857 at n=1.11e+14 cm^-3
phi=1e-04: tau 0.0308, gamma 0.0307, order 1.480
  highest order 1.626 at n=3.96e+14 cm^-3
phi=1e-03: tau 0.3083, gamma 0.1257, order 1.060
  highest order 1.268 at n=2.13e+15 cm^-3
E_des shifted -0.05 eV: gamma 4.857e-04, order 1.998
E_des shifted +0.05 eV: gamma 2.227e-01, order 1.383
c with lifetime set by all losses 0.3554, change 0.39 %
direct impact reaction, upper bound 2 theta/gamma: 0.67 %
tunnelling, leading correction to hop rate: 10.7 %
ion flux 1e+16 cm^-2 s^-1, cleared area 1e-14 cm^2 (rough)
ion removal / thermal desorption: 7.58e-06
flux correction for gas depletion at wall: 0.87 %
every check passed
```
